\section*{Telegraph noise of a two-state magnetic resistor with unequal switching rates}

\section{A junction that will not hold its state}

A magnetic tunnel junction has a low resistance $R_P$ when its two magnetic layers are parallel (P) and a high resistance $R_{AP}$ when they are antiparallel (AP). If the free layer has a low energy barrier, thermal agitation reverses it again and again. A small constant read current then produces a voltage that jumps between two levels. A stray field or the read current itself can favour one level, and the mean dwell times $\tau_P$ and $\tau_{AP}$ then differ. How is the noise power distributed over frequency, and how does its amplitude depend on this imbalance?

Let $\Delta R=R_{AP}-R_P$. The levels are constant, the jumps take no time, and the record is statistically stationary. Define
\begin{equation}
D=\frac{\tau_{AP}}{\tau_P+\tau_{AP}},\qquad
\frac1{\tau_c}=\frac1{\tau_P}+\frac1{\tau_{AP}} .
\label{defs}
\end{equation}
The duty cycle $D$ is the fraction of time spent in AP. With $\omega=2\pi f$, the one-sided spectrum at $f>0$ is
\begin{equation}
S_R(f)=\lim_{T\to\infty}\frac2T\left\langle\left|\int_0^T R(t)e^{-i\omega t}dt\right|^2\right\rangle .
\label{def}
\end{equation}
The factor 2 assigns the power at $-f$ to $f$, so that the integral over positive $f$ is the variance. A constant added to $R$ changes the integral in (\ref{def}) by a bounded amount, which does not survive the limit at fixed $f>0$. The mean may therefore be subtracted or kept.

If escape from each state is memoryless, the result is
\begin{equation}
\boxed{S_R(f)=\frac{4\,\Delta R^2\,D(1-D)\,\tau_c}{1+(2\pi f\tau_c)^2}} .
\label{result}
\end{equation}

\section{First derivation: decay of correlations}

Memoryless escape means that a junction in P switches during $dt$ with probability $dt/\tau_P$, whatever its past, and a junction in AP with probability $dt/\tau_{AP}$. Let $p(t)$ be the probability of AP. Gain minus loss gives
\begin{equation}
\frac{dp}{dt}=\frac{1-p}{\tau_P}-\frac p{\tau_{AP}}
=\frac1{\tau_P}-\frac p{\tau_c}.
\end{equation}
The stationary value is $\tau_c/\tau_P=\tau_{AP}/(\tau_P+\tau_{AP})=D$. Since $1/\tau_P=D/\tau_c$, the equation reads $d(p-D)/dt=-(p-D)/\tau_c$. Any deviation from $D$ thus decays with the single time $\tau_c$. The two rates add because both exits help to erase the memory of the initial state.

Let $n(t)=1$ in AP and $0$ in P, so that $R=R_P+\Delta R\,n$. If $n(0)=1$, the solution starting from $p(0)=1$ is
\begin{equation}
p(t)=D+(1-D)e^{-t/\tau_c}.
\end{equation}
The product $n(0)n(t)$ is nonzero only if both factors are one. For $t\ge0$ its mean is therefore $D\,p(t)$, and the covariance is
\begin{align}
C(t)&=\Delta R^2\left[\langle n(0)n(t)\rangle-D^2\right]\nonumber\\
&=\Delta R^2\left[D^2+D(1-D)e^{-t/\tau_c}-D^2\right]\nonumber\\
&=\Delta R^2D(1-D)e^{-t/\tau_c}.
\label{cov}
\end{align}
Stationarity makes $C$ even in $t$. At $t=0$ it is the variance $\Delta R^2D(1-D)$.

Now subtract the mean in (\ref{def}) and write the squared modulus as a double integral over $t$ and $t'$. Its average depends on $s=t-t'$ alone, and a separation $s$ occurs over a length $T-|s|$. Hence
\begin{align}
S_R(f)&=\lim_{T\to\infty}2\int_{-T}^{T}\left(1-\frac{|s|}T\right)C(s)e^{-i\omega s}ds\nonumber\\
&=4\int_0^\infty C(s)\cos(\omega s)\,ds .
\end{align}
The term in $|s|/T$ vanishes because $|s|C(s)$ is integrable, and evenness turns the two half-lines into one. The remaining integral is
\begin{equation}
\int_0^\infty e^{-s/\tau_c}\cos\omega s\,ds
=\mathrm{Re}\,\frac1{1/\tau_c+i\omega}
=\frac{\tau_c}{1+\omega^2\tau_c^2},
\end{equation}
which gives (\ref{result}). The power density falls to half its plateau at $f_c=1/(2\pi\tau_c)$. Since
\begin{equation}
\int_0^\infty\frac{\tau_c\,df}{1+(2\pi f\tau_c)^2}
=\frac1{2\pi}\cdot\frac\pi2=\frac14,
\end{equation}
the total power is $\Delta R^2D(1-D)$, as required.

\section{Second derivation: interference of jumps}

The second route starts from the dwell times and leaves their distributions open. Successive dwells are independent, with means $\tau_P,\tau_{AP}$ and finite variances $\sigma_P^2,\sigma_{AP}^2$. The resistance changes only at the jump times $t_j$, by $s_j\Delta R$, where $s_j=+1$ for a jump into AP and $-1$ for a jump into P. Integration by parts gives
\begin{equation}
i\omega\int_0^TRe^{-i\omega t}dt
=\Delta R\sum_js_je^{-i\omega t_j}-\left[Re^{-i\omega t}\right]_0^T .
\end{equation}
The boundary term is bounded, while the mean square of the sum grows like $T$. After division by $T$, both the boundary term and its cross term with the sum vanish:
\begin{equation}
S_R(f)=\frac{2\Delta R^2}{\omega^2}\lim_{T\to\infty}\frac1T
\left\langle\left|\sum_js_je^{-i\omega t_j}\right|^2\right\rangle .
\label{jumps}
\end{equation}

A full cycle lasts $\tau_P+\tau_{AP}$ on average, so jumps of each sign occur at the rate $\nu=1/(\tau_P+\tau_{AP})$. The terms pairing a jump with itself contribute $2\nu$ to the limit. For different jumps, define $a=\langle e^{-i\omega t}\rangle$ over AP dwells and $b$ likewise over P dwells. After an upward jump, the next jump is downward and one AP dwell later; it contributes $-a$. The one after it contributes $+ab$, then come $-a^2b$, $+a^2b^2$, and so on:
\begin{equation}
(-a+ab)(1+ab+a^2b^2+\dots)=-\frac{a(1-b)}{1-ab}.
\end{equation}
After a downward jump, $a$ and $b$ trade places. The series converges if $|ab|<1$, which excludes the case where both dwells have fixed length, for which $|a|=|b|=1$ at every frequency; one fixed dwell is allowed if the other is random. The cutoff at the end of the record is harmless if the densities of later upward and downward jumps approach the same value $\nu$ fast enough, since they then cancel at large delay. Each pair appears in both orders, which adds the complex conjugate. The limit in (\ref{jumps}) is therefore
\begin{align}
&2\nu-2\nu\,\mathrm{Re}\,\frac{a(1-b)+b(1-a)}{1-ab}\nonumber\\
&\quad=2\nu\,\mathrm{Re}\,\frac{1-ab-a-b+2ab}{1-ab}
=2\nu\,\mathrm{Re}\,\frac{(1-a)(1-b)}{1-ab},
\end{align}
and
\begin{equation}
S_R(f)=\frac{4\nu\Delta R^2}{\omega^2}\,
\mathrm{Re}\,\frac{(1-a)(1-b)}{1-ab}.
\label{renewal}
\end{equation}

Memoryless escape enters only now. The probability of surviving in AP for a time $t$ is then $e^{-t/\tau_{AP}}$, the dwell density is $e^{-t/\tau_{AP}}/\tau_{AP}$, and
\begin{equation}
a=\frac1{1+i\omega\tau_{AP}},\qquad b=\frac1{1+i\omega\tau_P}.
\end{equation}
On multiplying numerator and denominator by $(1+i\omega\tau_{AP})(1+i\omega\tau_P)$,
\begin{equation}
\frac{(1-a)(1-b)}{1-ab}
=\frac{-\omega^2\tau_P\tau_{AP}}
{i\omega(\tau_P+\tau_{AP})-\omega^2\tau_P\tau_{AP}}
=\frac{i\omega\tau_c}{1+i\omega\tau_c}.
\end{equation}
The last step divides both parts by $i\omega(\tau_P+\tau_{AP})$ and uses $\tau_c=\tau_P\tau_{AP}/(\tau_P+\tau_{AP})$. The real part is $\omega^2\tau_c^2/(1+\omega^2\tau_c^2)$. The prefactor becomes $4\Delta R^2\nu\tau_c^2$, and $\nu\tau_c=\tau_P\tau_{AP}/(\tau_P+\tau_{AP})^2=D(1-D)$. This is (\ref{result}) again.

\section{What each derivation assumes}

Both need constant levels, instantaneous jumps and stationary statistics. The first assumes from the start that the present state fixes the odds of the future. That assumption gives one decay time immediately. The second needs independent dwells and the convergence conditions stated there, but no particular dwell law, and so shows what depends on their distribution.

At high frequency, if $a$ and $b$ tend to zero, (\ref{renewal}) becomes $4\nu\Delta R^2/\omega^2$. This tail counts jumps and does not depend on the dwell law. The low-frequency limit does. Put $m=\tau^2+\sigma^2$ for the mean square of a dwell. To second order,
\begin{equation}
1-a=i\omega\tau_{AP}\left(1-\frac{i\omega m_{AP}}{2\tau_{AP}}\right),
\end{equation}
with the same form for $1-b$. For $1-ab$ the relevant time is the whole cycle, of mean $\tau_s=\tau_P+\tau_{AP}$ and mean square $m_s=\tau_s^2+\sigma_P^2+\sigma_{AP}^2$. The real part of the quotient is then
\begin{align}
&\frac{\omega^2\tau_P\tau_{AP}}{2\tau_s}
\left(\frac{m_{AP}}{\tau_{AP}}+\frac{m_P}{\tau_P}-\frac{m_s}{\tau_s}\right)\nonumber\\
&\quad=\frac{\omega^2}{2\tau_s^2}
\left(\tau_P^2\sigma_{AP}^2+\tau_{AP}^2\sigma_P^2\right),
\end{align}
because the squared means cancel in the bracket. Hence
\begin{equation}
S_R(0^+)=2\Delta R^2\,
\frac{\tau_P^2\sigma_{AP}^2+\tau_{AP}^2\sigma_P^2}{(\tau_P+\tau_{AP})^3}.
\label{zero}
\end{equation}
Exponential dwells have $\sigma=\tau$ and return the plateau of (\ref{result}). Dwells with half that spread have the same $D$ and the same variance of $R$, but a quarter of the low-frequency power.

A simulation shows the size of this effect. It used 100\,000 cycles with mean dwells of 0.5 and 1.5 ms, averaged the resistance over 25 $\mu$s bins, and averaged the periodograms of segments of 8192 bins. Between 20 and 100 Hz, exponential dwells gave 1.00 times the power of (\ref{result}). Gamma-distributed dwells with $\sigma=\tau/2$ gave 0.27 times that power, near the zero-frequency value of 0.25. Neither the duty cycle nor the variance can reveal this difference; the shape of the spectrum can.

\section{How the amplitude depends on the duty cycle}

The total power is proportional to $D(1-D)$ and is largest at $D=1/2$. The plateau also contains $\tau_c$:
\begin{equation}
S_R(0^+)=4\Delta R^2D(1-D)\tau_c
=\frac{4\Delta R^2\tau_P^2\tau_{AP}^2}{(\tau_P+\tau_{AP})^3}.
\end{equation}
Its dependence on $D$ therefore has no meaning until one says what is held fixed.

If $\tau_c$ is fixed, the plateau follows $D(1-D)$. A small field along the easy axis acts differently. It raises one barrier and lowers the other by nearly the same amount, which leaves $\tau_g=\sqrt{\tau_P\tau_{AP}}$ nearly constant. Since $D(1-D)=\tau_g^2/(\tau_P+\tau_{AP})^2$ and $\tau_c=\tau_g^2/(\tau_P+\tau_{AP})$,
\begin{equation}
\tau_c=\tau_g\sqrt{D(1-D)},\qquad
S_R(0^+)=4\Delta R^2\tau_g[D(1-D)]^{3/2}.
\label{threehalf}
\end{equation}
The imbalance reduces the variance and also moves the remaining power to higher frequency. If instead $\tau_P$ is fixed and $x=\tau_{AP}/\tau_P$ varies, the plateau is proportional to $x^2/(1+x)^3$. Its derivative is $x(2-x)/(1+x)^4$, so the maximum lies at $x=2$, or $D=2/3$.

For $\tau_{AP}\ll\tau_P$ the plateau tends to $4\Delta R^2\tau_{AP}^2/\tau_P$. This is the noise of rare independent pulses: twice their rate $1/\tau_P$ times their mean square area $2\Delta R^2\tau_{AP}^2$.

\section{A low-barrier tunnel junction}

Take $R_P=10$ k$\Omega$, $R_{AP}=20$ k$\Omega$, $\tau_P=0.50$ ms, $\tau_{AP}=1.50$ ms and a read current $I=10$ nA. Then $D=1.5/2.0=0.75$, $D(1-D)=0.1875$ and
\begin{equation}
\tau_c=\frac{0.50\times1.50}{2.00}\ \mathrm{ms}=0.375\ \mathrm{ms},
\qquad f_c=424\ \mathrm{Hz}.
\end{equation}
The variance is $10^8\times0.1875=1.875\times10^7\ \Omega^2$, an rms value of 4.33 k$\Omega$. The plateau is
\begin{equation}
4\times1.875\times10^7\times3.75\times10^{-4}
=2.81\times10^4\ \Omega^2/\mathrm{Hz}.
\end{equation}
At constant current $S_V=I^2S_R$, so the voltage plateau is $2.81\times10^{-12}$ V$^2$/Hz, or 1.68 $\mu$V/$\sqrt{\mathrm{Hz}}$. The total rms voltage noise is 43.3 $\mu$V. Conversely, a measured $D$ and $f_c$ give the dwell times through $\tau_P=\tau_c/D$ and $\tau_{AP}=\tau_c/(1-D)$.

The plateau at other duty cycles, in $10^4\ \Omega^2$/Hz, is as follows, with either $\tau_c=0.375$ ms or $\tau_g=0.866$ ms kept at its value in the example:
\begin{center}
\begin{tabular}{ccc}
$D$ & fixed $\tau_c$ & fixed $\tau_g$\\
0.50 & 3.75 & 4.33\\
0.75 & 2.81 & 2.81\\
0.90 & 1.35 & 0.935\\
0.99 & 0.149 & 0.0341
\end{tabular}
\end{center}

\section{From two states to a magnet}

A real free layer has a continuous direction. Let $z$ be the cosine of its angle to the easy axis, with $z=1$ in P and $z=-1$ in AP. For a uniformly magnetised layer of moment $m$ in a field $B$ towards AP, the energy divided by $k_BT$ is
\begin{equation}
u=-\sigma z^2+2\sigma hz,\qquad \sigma=\frac{mB_K}{2k_BT},\quad h=\frac B{B_K},
\end{equation}
where $B_K$ is the anisotropy field; from here on $\sigma$ and $m$ no longer refer to dwell times. The maximum is at $z=h$, so the barriers out of P and AP are $\sigma(1-h)^2$ and $\sigma(1+h)^2$ in units of $k_BT$. Their mean, $\sigma(1+h^2)$, changes only at second order in $h$, which is the basis of (\ref{threehalf}).

Damping $\alpha$ gives the drift $\dot z=-(1-z^2)u'/(2\tau_N)$, with $\tau_N=(1+\alpha^2)m/(2\alpha\gamma k_BT)$ and $\gamma$ the gyromagnetic ratio. The diffusion term follows from the demand that the current vanish for the Boltzmann density $e^{-u}$:
\begin{equation}
\frac{\partial P}{\partial t}=\frac1{2\tau_N}\frac{\partial}{\partial z}
\left[(1-z^2)\left(\frac{\partial P}{\partial z}+u'P\right)\right].
\end{equation}
I solved this equation by diagonalization on 600 cells in $z$, with a conductance linear in $z$. The layer has diameter 40 nm, thickness 1.5 nm, magnetisation 1.2 MA/m and $\alpha=0.01$, at 300 K. Fitting $D$ and $\tau_c$ to the example gives $\sigma=11.6$ (0.30 eV), $B_K=43$ mT and a tilt field of 1.06 mT.

The slowest mode carries the switching noise; the next decays in 16 ns, far faster than $\tau_c$. All faster modes together hold 0.9\% of the slow mode's power, and their noise equals the Lorentzian tail at 0.9 MHz. Thermal tilting also shifts the mean levels to 10.13 and 19.56 k$\Omega$. Thus $\Delta R$ in (\ref{result}) must be the difference of the mean levels. Using the fully aligned resistances instead would overstate the power by a factor $(10/9.43)^2=1.12$. With $\sigma$ fixed, the plateau divided by $[D(1-D)]^{3/2}$ rises by 1.0\% from $D=0.5$ to 0.75, by 3.8\% from $D=0.5$ to 0.9, and by 17\% from $D=0.5$ to 0.99. The column at fixed $\tau_g$ thus describes a tilting field well only for moderate imbalance.

\section{Reading the numbers for a real device}

These parameters are rough typical values for a perpendicular CoFeB/MgO junction made to fluctuate. The anisotropy field is far below that of a junction meant to store data. The switching rates are constant only if the temperature, field and current are. In this model a rise of 10 K, at fixed magnetisation, anisotropy field and applied field, multiplies $\tau_c$ by 0.71. In a real film these quantities are not fixed: $B_K=43$ mT is the small difference between the interface anisotropy and a shape term of about 1.3 T, so a change of the magnetisation by one per cent can move $B_K$ by several per cent, and $\tau_c$ can fall much faster than this factor suggests. A wider layer, or one with defects or uneven edges, may also reverse non-uniformly, which the macrospin omits; a barrier inferred as above then loses its simple meaning, whereas (\ref{result}) survives if escape remains memoryless between two fixed levels.

The read current also changes the rates. Spin transfer with polarisation $\eta$, taken here as independent of the angle between the layers, adds a drift $\gamma\hbar\eta I(1-z^2)/(2em)$ towards the favoured state. For $\alpha^2\ll1$, a field $B$ gives $\alpha\gamma B(1-z^2)$, so the current acts as a field $B_I=\hbar\eta I/(2e\alpha m)$. The energy difference between the wells changes by $2mB_I$, and $\ln[D/(1-D)]$ by about $\hbar\eta I/(e\alpha k_BT)$. For $\eta=0.6$ and 10 nA the estimate is 0.095; the macrospin gives 0.091. If the quoted dwell times hold at vanishing current and the torque favours AP, $D$ becomes 0.767 and the resistance plateau falls by 6.6\%. The law $S_V\propto I^2$ therefore requires $\hbar\eta I/(e\alpha k_BT)\ll1$.

A lower current weakens the signal against Johnson noise. At the mean resistance of 17.5 k$\Omega$ this is $4k_BTR=2.9\times10^{-16}$ V$^2$/Hz, which equals the telegraph tail at 42 kHz, about a hundred times $f_c$. A capacitance of 10 pF, that of roughly 10 cm of coaxial cable, cuts off the AP signal near 800 kHz; a few metres of cable would bring the cutoff below 42 kHz. With such short wiring, then, Johnson noise hides the Lorentzian tail well before the cable or the motion inside the wells alters it.
